# Why rounding reduced coordinates can miss the first Brillouin zone

**Q:** To bring a wave vector into the first Brillouin zone, I write it as $\mathbf k=\sum_i x_i\mathbf b_i$, with $\mathbf b_i$ the primitive reciprocal vectors, and shift each $x_i$ by an integer into $(-\tfrac12,\tfrac12]$. The shift is a reciprocal lattice vector, and the resulting cell is centred on $\Gamma$ with the right volume. What more could be needed?

**A:** The shape. Your cell is a parallelepiped with edges $\mathbf b_i$. The first zone is defined by distance: it holds the $\mathbf k$ for which

$$|\mathbf k|\le|\mathbf k-\mathbf G|\quad\text{for every }\mathbf G=\sum_i n_i\mathbf b_i,\quad n_i\ \text{integer}.$$

Both are primitive cells, so they have equal volumes, but they need not coincide. Try a hexagonal lattice with $a=2.5$ Å and $c=4$ Å, round values belonging to no particular material. Take $\mathbf b_1$ and $\mathbf b_2$ at 60°, with length $b=4\pi/(\sqrt3a)=2.902$ Å$^{-1}$, and $\mathbf b_3$ perpendicular to them, with length $2\pi/c=1.571$ Å$^{-1}$. Where do you send $(1.45,-0.65,0.25)$?

**Q:** To $(0.45,0.35,0.25)$.

**A:** Now compare its length with that of the point obtained by subtracting $\mathbf b_1$, which is $(-0.55,0.35,0.25)$. Since $\mathbf b_1\cdot\mathbf b_2=b^2/2$,

$$|\mathbf k|^2=b^2(x_1^2+x_2^2+x_1x_2)+x_3^2|\mathbf b_3|^2 .$$

The in-plane bracket is $0.2025+0.1225+0.1575=0.4825$ for your point and $0.3025+0.1225-0.1925=0.2325$ for the other. With the same $x_3$ term added, the lengths are 2.054 and 1.453 Å$^{-1}$. Your point is closer to $\mathbf b_1$ than to $\Gamma$, so it is outside the first zone, although all its coordinates are below one half.

**Q:** Is that a peculiarity of the hexagonal lattice?

**A:** No. Rounding works for all $\mathbf k$ if and only if the $\mathbf b_i$ are mutually orthogonal. If they are,

$$|\mathbf k-\mathbf G|^2=\sum_i(x_i-n_i)^2|\mathbf b_i|^2,$$

and each term can be minimized by itself, which is what rounding does. If some pair is not orthogonal, call it $\mathbf b_1,\mathbf b_2$, let $s$ be the sign of $\mathbf b_1\cdot\mathbf b_2$, and take

$$\mathbf k=\frac{1-\varepsilon}{2}(\mathbf b_1+s\mathbf b_2),\qquad 0<\varepsilon<1 .$$

Its coordinates are already within the rounding range. Expanding $|\mathbf k-\mathbf b_1|^2$ gives

$$\begin{aligned}|\mathbf k|^2-|\mathbf k-\mathbf b_1|^2&=2\mathbf k\cdot\mathbf b_1-|\mathbf b_1|^2\\&=(1-\varepsilon)\left(|\mathbf b_1|^2+|\mathbf b_1\cdot\mathbf b_2|\right)-|\mathbf b_1|^2\\&=|\mathbf b_1\cdot\mathbf b_2|-\varepsilon\left(|\mathbf b_1|^2+|\mathbf b_1\cdot\mathbf b_2|\right).\end{aligned}$$

For small enough $\varepsilon$ this is positive, so the point is outside the zone. A rounded point close to $\Gamma$ is safe: if its $|\mathbf k|$ is at most half the length of the shortest nonzero $\mathbf G$, then $|\mathbf k-\mathbf G|\ge|\mathbf G|-|\mathbf k|\ge|\mathbf k|$, so it is in the zone. Apply this test after rounding, not before: in a skewed basis even a short $\mathbf k$ can have a coordinate above one half, and rounding then replaces it by a longer vector.

**Q:** How much of my hexagonal cell is misplaced?

**A:** One sixth. The in-plane zone is the regular hexagon bounded by the bisectors of the six shortest vectors, $\pm\mathbf b_1$, $\pm\mathbf b_2$ and $\pm(\mathbf b_1-\mathbf b_2)$. Its corners are at distance $b/\sqrt3\approx0.58b$. The next vectors have length $\sqrt3b$, so their bisectors, at $0.87b$, cut nothing off. The perpendicular direction separates and is rounded correctly.

A point is beyond the bisector of $\mathbf b_1$ when $2\mathbf k\cdot\mathbf b_1>b^2$, which reads $2x_1+x_2>1$. For $\mathbf b_2$ the condition is $x_1+2x_2>1$. For $\mathbf b_1-\mathbf b_2$ it would be $x_1-x_2>1$, which cannot happen in your cell.

In the $(x_1,x_2)$ plane your cell is a unit square. The first two conditions can hold only in its positive quadrant, of area $1/4$. The part kept there has corners $(0,0)$, $(\tfrac12,0)$, $(\tfrac13,\tfrac13)$ and $(0,\tfrac12)$. The diagonal from the origin splits it into two triangles of area $\tfrac12\cdot\tfrac12\cdot\tfrac13=\tfrac1{12}$, so $\tfrac14-\tfrac16=\tfrac1{12}$ is outside. Inversion gives an equal piece at the opposite corner, and the total is $1/6$.

**Q:** But those points are still equivalent to points in the zone. Why should my integrals care?

**A:** Many do not. A Bloch energy satisfies $E(\mathbf k+\mathbf G)=E(\mathbf k)$, because the plane waves $\mathbf k+\mathbf G'$ form the same set after the shift. A periodic integrand can be integrated over any primitive cell.

For an illustration, put a periodic potential in the hexagonal model, with Fourier coefficient $-1$ eV for each of the six shortest in-plane $\mathbf G$ and zero otherwise. Diagonalizing the Hamiltonian in 225 plane waves gives a lowest energy of 7.450 eV at both of our points.

The function $|\mathbf k|^2/2$, in atomic units, is different: it is not periodic. It equals the lowest free-electron band only when $\mathbf k$ is in the first zone. With $\hbar^2/2m=3.810$ eV Å$^2$, your point gives $3.810\times2.054^2\approx16.07$ eV. The first-zone point gives $3.810\times1.4534^2\approx8.05$ eV, or 0.296 hartree. The first number is the energy of a higher free-electron state at the same crystal momentum.

**Q:** Does the error survive averaging?

**A:** Yes, for this integrand. Over your cell $\langle x_1^2\rangle=\langle x_2^2\rangle=1/12$ and $\langle x_1x_2\rangle=0$, so the in-plane mean of $|\mathbf k|^2$ is $b^2/6$.

For the hexagon, use the six triangles with apex at $\Gamma$, height $h=b/2$ and base $s=b/\sqrt3$. At distance $t$ from the apex, measured along the height, the width is $st/h$, so $t$ has the normalized weight $2t/h^2$. Hence $\langle t^2\rangle=h^2/2$. The mean square displacement across a strip is its width squared over 12. Adding the two directions,

$$\langle|\mathbf k|^2\rangle=\frac{h^2}{2}+\frac{s^2}{12h^2}\,\frac{h^2}{2}=\frac{b^2}{8}+\frac{b^2}{72}=\frac{5b^2}{36}.$$

The ratio of the two means is $6/5$. In energy they are 5.35 eV for your cell and 4.46 eV for the zone, so rounding overestimates the mean in-plane energy of the lowest free-electron band by 20% of its correct value.

**Q:** Then I should choose a better basis before rounding.

**A:** That alone is not enough. Replace $\mathbf b_1$ by $-\mathbf b_1$. The in-plane angle becomes 120°, but apart from which boundary faces are included, the rounding cell is the same parallelepiped. Your point becomes $(-0.45,0.35,0.25)$ and has not moved.

After rounding, you must also compare neighbours: compute $|\mathbf k-\mathbf G|$ for the 27 vectors with $n_i\in\{-1,0,1\}$ and keep the shortest result. In the new basis the winner is $n=(-1,0,0)$. This means $\mathbf G=(-1)(-\mathbf b_1)=\mathbf b_1$, the subtraction we made before.

**Q:** If I search neighbours anyway, why bother with the basis?

**A:** Because in a skewed basis the required $\mathbf G$ may lie outside the 27. Describe the same lattice by $\mathbf b_1$, $\mathbf b_2+3\mathbf b_1$ and $\mathbf b_3$. The input becomes $(3.4,-0.65,0.25)$ and rounds to $(0.4,0.35,0.25)$, which is $(1.45,0.35,0.25)$ in the original basis. Reaching $(-0.55,0.35,0.25)$ requires subtracting $2\mathbf b_1$, so $n=(2,0,0)$. The 27-vector search stops at $(0.45,0.35,0.25)$, with length 2.054 Å$^{-1}$, still outside.

**Q:** Which basis is safe, and can I always find one?

**A:** Add a fourth vector $\mathbf b_0=-\mathbf b_1-\mathbf b_2-\mathbf b_3$ and require $\mathbf b_i\cdot\mathbf b_j\le0$ for every pair among the four. I shall call such a basis obtuse. The basis $(-\mathbf b_1,\mathbf b_2,\mathbf b_3)$ above qualifies: its six products are three of $-b^2/2$, one of $-|\mathbf b_3|^2$ and two zeros.

To find one in general, start with any basis and its fourth vector. If $\mathbf b_i\cdot\mathbf b_j>0$, call the other two $\mathbf b_k,\mathbf b_l$ and replace

$$(\mathbf b_i,\mathbf b_j,\mathbf b_k,\mathbf b_l)\to(-\mathbf b_i,\ \mathbf b_j,\ \mathbf b_k+\mathbf b_i,\ \mathbf b_l+\mathbf b_i).$$

The sum stays zero and the lattice is unchanged. Using $\mathbf b_k+\mathbf b_l=-\mathbf b_i-\mathbf b_j$, the sum of the four squared lengths changes by

$$2\mathbf b_i\cdot(\mathbf b_k+\mathbf b_l)+2|\mathbf b_i|^2=-2\mathbf b_i\cdot\mathbf b_j<0 .$$

Repeat while a positive product remains. The sum falls each time, so no set of four recurs, and only finitely many lattice vectors are short enough to appear. The process therefore ends. Any three of the final four form a basis.

**Q:** Why are 27 candidates enough there?

**A:** Write a representative as $\mathbf k-\mathbf G=\sum_{i=0}^3y_i\mathbf b_i$, with $y_0=0$ and $y_i=x_i-n_i$ for the rest. Let $p_{ij}=-\mathbf b_i\cdot\mathbf b_j\ge0$ for $i\ne j$. Since the four vectors sum to zero, $|\mathbf b_i|^2=\sum_{j\ne i}p_{ij}$. Inserting this in the expanded square gives

$$\begin{aligned}\Big|\sum_i y_i\mathbf b_i\Big|^2&=\sum_i y_i^2|\mathbf b_i|^2-2\sum_{i<j}p_{ij}y_iy_j\\&=\sum_{i<j}p_{ij}(y_i-y_j)^2 .\end{aligned}$$

Only differences matter, so a common shift of all four $y_i$ is harmless.

Now take a shortest representative and sort its four $y_i$. Suppose two successive values differ by more than $1/2$. Lower every $y_i$ above that gap by 1. This is a lattice translation; if $y_0$ was lowered, add 1 to all four to restore $y_0=0$. A pair on the same side of the gap contributes as before. A pair across it, with difference $u>1/2$, changes its term by

$$p_{ij}\left[(u-1)^2-u^2\right]=p_{ij}(1-2u)\le0 .$$

At least one crossing $p_{ij}$ is positive. To see this, set $y_i=1$ above the gap and 0 below it in the length formula: the sum of the crossing $p_{ij}$ is the squared length of a sum of one, two or three of the four vectors, which cannot vanish. The new vector would be strictly shorter, a contradiction. So each of the three gaps is at most $1/2$, and because $y_0=0$, every $|y_i|\le3/2$.

**Q:** With $|x_i|\le1/2$, that gives $|n_i|=|x_i-y_i|\le2$, not 1.

**A:** The value 2 is a tie. With your half-open interval it requires $x_i=1/2$ and $y_i=-3/2$. Then all three gaps equal $1/2$, and the $y$ values are $0,-\tfrac12,-1,-\tfrac32$. Raise the lowest by 1, which changes $n_i$ from 2 to 1. Its differences $u$ from the others are at least $1/2$, so each change $p_{ij}(1-2u)$ is again zero or negative, and the vector gets no longer. The other coordinates have $|y|\le1$, hence $|n|\le3/2$, which for an integer means at most 1. A shortest representative is therefore among the 27.

**Q:** And in a two-dimensional crystal?

**A:** Use three vectors with zero sum. For a positive product, replace $(\mathbf b_i,\mathbf b_j,\mathbf b_k)$ by $(-\mathbf b_i,\mathbf b_j,\mathbf b_k+2\mathbf b_i)$. The squared lengths then change by $4\mathbf b_i\cdot\mathbf b_k+4|\mathbf b_i|^2=-4\mathbf b_i\cdot\mathbf b_j$, so the reduction ends as before. There are now two gaps, giving $|y_i|\le1$ and $|n_i|\le3/2$. Nine candidates suffice.

**Q:** So I reduce the basis once, round each point, and search its neighbours. Is the answer unique?

**A:** Inside the zone, yes; on its boundary, no. In the original 60° basis, the hexagon corner $(\tfrac13,\tfrac13,0)$ has the same length as $(-\tfrac23,\tfrac13,0)$ and $(\tfrac13,-\tfrac23,0)$: the in-plane bracket is $1/3$ for all three. Each is a valid first-zone representative. If your code needs one label per point, add a rule for ties, with a tolerance, since floating-point error could otherwise decide between them.
